**TCL2 and NZ2 for pure dephasing by a Gaussian bath**

The program tests that the second-order time-convolutionless equation (TCL2) gives the exact coherence $x(t)$ for pure dephasing by a Gaussian bath, while the second-order Nakajima-Zwanzig equation (NZ2) does not. Here $s_a$ and $s_b$ are the eigenvalues of the system coupling operator, $C$ is the bath correlation function, and $\Delta$ and $\gamma$ are the strength and decay rate in $\mathrm{Re}\,C=\Delta^2e^{-\gamma\tau}$. For a two-mode thermal bath it asserts that TCL2 agrees with full diagonalization in modulus and phase, and that the leading NZ2 error equals the integral over the crossed and nested pairings. For exponential correlations it asserts the closed forms of both coherences, the driven-oscillator formula for their difference, its short-time and fast-bath limits, and the continued fraction for the exact Laplace transform. It also asserts that telegraph noise with the same correlation function follows NZ2 and not TCL2. The output for $\Delta=0.020$ eV shows a largest difference of 0.023 for the fast bath ($\gamma=0.080$ eV) and 0.487 for the slow bath ($\gamma=0.010$ eV). In the slow case NZ2 falls to $-0.444$, while the exact coherence stays positive.

## Program and output

```python
"""
Pure dephasing by a Gaussian bath: H = H_S + H_B + S*B, S diagonal (s_a, s_b).
x(t) = interaction-picture coherence divided by its initial value, hbar = 1.
Result under test: the second-order time-convolutionless equation (TCL2),
    x' = -[int_0^t K(u) du] x,   K = (s_a-s_b)(s_a C - s_b C*),
is exact, while second-order Nakajima-Zwanzig (NZ2),
    x' = -int_0^t K(t-s) x(s) ds,
is not.  C(u) = <B(u)B(0)>.  For S = sigma_z/2 and Re C = Delta^2 exp(-gamma u)
both solutions and their difference are known in closed form.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import minimize_scalar, brentq


def x_exact(t, delta, gamma):
    return np.exp(-(delta / gamma)**2 * (np.expm1(-gamma * t) + gamma * t))


def x_nz2(t, delta, gamma):
    w = np.sqrt(complex(gamma**2 / 4 - delta**2))
    slow = (1 + gamma / (2 * w)) * np.exp((-gamma / 2 + w) * t)
    fast = (1 - gamma / (2 * w)) * np.exp((-gamma / 2 - w) * t)
    return (0.5 * (slow + fast)).real


def difference(t, delta, gamma):
    return x_exact(t, delta, gamma) - x_nz2(t, delta, gamma)


# ---------- a real quantum bath: two thermal oscillators, diagonalized ----------
levels = 20
mode_freq = np.array([1.0, 1.7])
mode_coup = np.array([0.5, 0.4])
temperature = 0.5
s_a, s_b = 0.8, -0.3
lower = np.diag(np.sqrt(np.arange(1.0, levels)), 1)
position = lower + lower.T
one = np.eye(levels)
number = np.arange(levels)
bath_energy = np.add.outer(mode_freq[0] * number, mode_freq[1] * number).ravel()
bath_op = (mode_coup[0] * np.kron(position, one)
           + mode_coup[1] * np.kron(one, position))
weights = np.exp(-bath_energy / temperature)
weights /= weights.sum()


def propagator(s, t):
    e, v = np.linalg.eigh(np.diag(bath_energy) + s * bath_op)
    return (v * np.exp(-1j * e * t)) @ v.T


def coherence_diagonalized(strength, t):
    u_a = propagator(strength * s_a, t)
    u_b = propagator(strength * s_b, t)
    return np.sum((u_a * weights) * u_b.conj())


def correlation_trace(u):
    phase = np.exp(1j * bath_energy * u)
    return np.sum(weights * phase * (bath_op**2 @ phase.conj()))


def kernel_trace(u):
    c = correlation_trace(u)
    return (s_a - s_b) * (s_a * c - s_b * np.conj(c))


# the kernel from its definition: bath trace of the double commutator
u_test = 0.9
phase = np.exp(1j * bath_energy * u_test)
bath_later = phase[:, None] * bath_op * phase.conj()[None, :]
s_matrix = np.diag([s_a, s_b])
v_later, v_now = np.kron(s_matrix, bath_later), np.kron(s_matrix, bath_op)
state = np.kron(np.array([[0.0, 1.0], [0.0, 0.0]]), np.diag(weights))
inner = v_now @ state - state @ v_now
outer = v_later @ inner - inner @ v_later
dim = len(weights)
assert abs(np.trace(outer[:dim, dim:]) - kernel_trace(u_test)) < 1e-9

# TCL2 against full diagonalization, modulus and phase
nodes, node_weights = np.polynomial.legendre.leggauss(40)


def x_tcl2_bath(t):
    u = 0.5 * t * (nodes + 1)
    values = np.array([kernel_trace(v) for v in u])
    return np.exp(-0.5 * t * np.sum(node_weights * (t - u) * values))


for t in (1.0, 3.0, 6.0):
    assert abs(coherence_diagonalized(1.0, t) - x_tcl2_bath(t)) < 1e-7

# NZ2 for the same bath: its kernel is a sum of exponentials
occupation = 1 / np.expm1(mode_freq / temperature)
amp = np.concatenate([
    (s_a - s_b) * mode_coup**2 * (s_a * (occupation + 1) - s_b * occupation),
    (s_a - s_b) * mode_coup**2 * (s_a * occupation - s_b * (occupation + 1))])
freq = np.concatenate([mode_freq, -mode_freq])


def kernel_sum(u):
    return sum(c * np.exp(-1j * f * u) for c, f in zip(amp, freq))


assert abs(kernel_sum(u_test) - kernel_trace(u_test)) < 1e-9


def x_nz2_bath(strength, t):
    m = np.zeros((5, 5), complex)
    m[0, 1:] = -1
    m[1:, 0] = strength**2 * amp
    m[1:, 1:] = np.diag(-1j * freq)
    return expm(m * t)[0, 0]


# leading NZ2 error = the crossed and nested pairings it leaves out
t_bath = 2.0
p, q = np.polynomial.legendre.leggauss(10)
p, q = 0.5 * (p + 1), 0.5 * q
a1, a2, a3, a4 = np.meshgrid(p, p, p, p, indexing="ij")
t1 = t_bath * a1
t2 = t1 * a2
t3 = t2 * a3
t4 = t3 * a4
measure = np.einsum("i,j,k,l->ijkl", q, q, q, q) * t_bath * t1 * t2 * t3
lost_pairings = np.sum(measure * (kernel_sum(t1 - t3) * kernel_sum(t2 - t4)
                                  + kernel_sum(t1 - t4) * kernel_sum(t2 - t3)))


def scaled_error(strength):
    return (coherence_diagonalized(strength, t_bath)
            - x_nz2_bath(strength, t_bath)) / strength**4


# extrapolation removes the sixth-order term in the coupling
measured_error = (4 * scaled_error(0.1) - scaled_error(0.2)) / 3
assert abs(measured_error - lost_pairings) < 5e-3 * abs(lost_pairings)

# ---------- exponential correlations, dimensionless tests ----------
# thermal bath with J = 2 Delta^2 gamma tanh(beta w/2)/(w^2+gamma^2)
d0, g0, beta, t0 = 0.8, 1.0, 1.3, 3.0


def dephasing_integrand(w):
    j = 2 * d0**2 * g0 * np.tanh(beta * w / 2) / (w**2 + g0**2)
    return j / np.tanh(beta * w / 2) * 2 * np.sin(w * t0 / 2)**2 / w**2 / np.pi


exponent = (quad(dephasing_integrand, 1e-8, 20, limit=500)[0]
            + quad(dephasing_integrand, 20, 400, limit=2000)[0])
assert abs(np.exp(-exponent) - x_exact(t0, d0, g0)) < 1e-6

for d, g in ((0.8, 1.0), (0.3, 1.0), (2.0, 1.0)):
    for t in (0.7, 2.5, 6.0):
        # NZ2 closed form inserted in the integro-differential equation
        slope = (x_nz2(t + 1e-4, d, g) - x_nz2(t - 1e-4, d, g)) / 2e-4
        memory = quad(lambda s: d**2 * np.exp(-g * (t - s)) * x_nz2(s, d, g), 0, t)[0]
        assert abs(slope + memory) < 1e-6
        # difference as a driven damped oscillator
        w = np.sqrt(complex(g**2 / 4 - d**2))

        def driven(s):
            green = np.exp(-g * (t - s) / 2) * np.sinh(w * (t - s)) / w
            h = d**2 * (1 - np.exp(-g * s)) / g
            return green.real * h**2 * x_exact(s, d, g)
        assert abs(quad(driven, 0, t)[0] - difference(t, d, g)) < 1e-8
        # telegraph noise: same correlation function, NZ2 exact, TCL2 not
        switch = 0.5 * g * np.array([[-1, 1], [1, -1]])
        jump = np.array([d, -d])
        assert abs(jump @ expm(switch * t) @ jump / 2 - d**2 * np.exp(-g * t)) < 1e-10
        telegraph = np.sum(expm((switch - 1j * np.diag(jump)) * t) @ [0.5, 0.5])
        assert abs(telegraph - x_nz2(t, d, g)) < 1e-10
        assert abs(telegraph - x_exact(t, d, g)) > 1e-5
    grid = np.linspace(0, 60, 6001)
    assert np.max(np.abs(x_nz2(grid, d, g))) <= 1 + 1e-12

# critical damping, gamma = 2 Delta
critical = expm(np.array([[0, -1], [1.0, -2.0]]) * 1.7)[0, 0]
assert abs(critical - np.exp(-1.7) * (1 + 1.7)) < 1e-10
grid = np.linspace(0.01, 20, 2000)
assert np.all(x_exact(grid, 1.0, 2.0) > np.exp(-grid) * (1 + grid))

# continued fraction for the exact Laplace transform; NZ2 is its first level
z = 0.7
tail = 0.0
for n in range(80, 0, -1):
    tail = n * d0**2 / (z + n * g0 + tail)
laplace_exact = quad(lambda t: np.exp(-z * t) * x_exact(t, d0, g0), 0, 60, limit=200)[0]
laplace_nz2 = quad(lambda t: np.exp(-z * t) * x_nz2(t, d0, g0), 0, 60, limit=200)[0]
assert abs(laplace_exact - 1 / (z + tail)) < 1e-8
assert abs(laplace_nz2 - 1 / (z + d0**2 / (z + g0))) < 1e-8

# short times: difference starts as Delta^4 t^4 / 12
ts, ds, gs, ws = sp.symbols("t Delta gamma w", positive=True)
symbolic = (sp.exp(-(ds / gs)**2 * (sp.exp(-gs * ts) - 1 + gs * ts))
            - sp.exp(-gs * ts / 2) * (sp.cosh(ws * ts) + gs / (2 * ws) * sp.sinh(ws * ts)))
for k in range(5):
    coeff = sp.expand(sp.diff(symbolic, ts, k).subs(ts, 0) / sp.factorial(k))
    coeff = coeff.subs(ws, sp.sqrt(gs**2 / 4 - ds**2))
    expected = ds**4 / 12 if k == 4 else 0
    assert sp.simplify(coeff - expected) == 0

# fast bath: maximum Delta^2/(e gamma^2) near t = gamma/Delta^2
grid = np.linspace(0, 10000, 100001)
weak = difference(grid, 0.02, 1.0)
assert abs(weak.max() / (0.02**2 / np.e) - 1) < 0.01
assert abs(grid[weak.argmax()] * 0.02**2 - 1) < 0.01

# ---------- worked example ----------
hbar = constants.hbar / constants.e * 1e15      # eV fs
delta = 0.020
gamma_fast, gamma_slow = 0.080, 0.010


def extremum(gamma, sign):
    times = np.arange(0, 1500, 0.5)
    start = times[np.argmax(sign * difference(times / hbar, delta, gamma))]
    best = minimize_scalar(lambda t: -sign * difference(t / hbar, delta, gamma),
                           bounds=(start - 1, start + 1), method="bounded",
                           options={"xatol": 1e-6})
    return best.x, difference(best.x / hbar, delta, gamma)


print("Two-mode bath (energies in units of the first mode frequency)")
print(f"mode frequencies {mode_freq[0]:.1f}, {mode_freq[1]:.1f};"
      f" couplings {mode_coup[0]:.1f}, {mode_coup[1]:.1f}")
print(f"temperature {temperature:.1f}; s_a = {s_a:.1f}, s_b = {s_b:.1f};"
      f" time {t_bath:.1f}")
for name, value in (("diagonalization", coherence_diagonalized(1.0, t_bath)),
                    ("TCL2", x_tcl2_bath(t_bath)),
                    ("NZ2", x_nz2_bath(1.0, t_bath))):
    print(f"x, {name}: {value.real:.6f} {value.imag:+.6f} i")
print(f"NZ2 error/coupling^4, measured: {measured_error.real:.5f}"
      f" {measured_error.imag:+.5f} i")
print(f"lost pairings, integrated:      {lost_pairings.real:.5f}"
      f" {lost_pairings.imag:+.5f} i")
print("Exponential correlations")
print(f"hbar = {hbar:.6f} eV fs; Delta = {delta:.3f} eV")
for label, gamma in (("fast", gamma_fast), ("slow", gamma_slow)):
    print(f"{label} bath: gamma = {gamma:.3f} eV,"
          f" Delta/gamma = {delta / gamma:.2f},"
          f" |w| = {abs(gamma**2 / 4 - delta**2)**0.5:.6f} eV")
    print("t (fs)   x exact=TCL2   x NZ2      difference")
    for t in (20, 50, 100, 200, 400):
        tau = t / hbar
        print(f"{t:5d}    {x_exact(tau, delta, gamma):.5f}"
              f"       {x_nz2(tau, delta, gamma):+.5f}"
              f"   {difference(tau, delta, gamma):+.5f}")
    t_max, d_max = extremum(gamma, 1)
    print(f"largest difference {d_max:+.5f} at {t_max:.1f} fs")

rate_exact = delta**2 / gamma_fast
rate_nz2 = gamma_fast / 2 - np.sqrt(gamma_fast**2 / 4 - delta**2)
late = np.array([3000.0, 3100.0]) / hbar
for rate, curve in ((rate_exact, x_exact), (rate_nz2, x_nz2)):
    measured = -np.diff(np.log(curve(late, delta, gamma_fast)))[0] / np.diff(late)[0]
    assert abs(measured - rate) < 1e-8
print(f"fast bath late rate: exact {rate_exact:.6f} eV, NZ2 {rate_nz2:.6f} eV")
print(f"fast-bath estimate of largest difference:"
      f" {(delta / gamma_fast)**2 / np.e:.5f} at {hbar * gamma_fast / delta**2:.1f} fs")

t_min, d_min = extremum(gamma_slow, -1)
assert d_min < 0
print(f"slow bath: most negative difference {d_min:+.5f} at {t_min:.1f} fs")
w_slow = np.sqrt(delta**2 - gamma_slow**2 / 4)
zero = brentq(lambda t: x_nz2(t / hbar, delta, gamma_slow), 10, 100)
assert abs(zero / hbar * w_slow - (np.pi - np.arctan(2 * w_slow / gamma_slow))) < 1e-8
lowest_time = np.pi * hbar / w_slow
lowest = -np.exp(-np.pi * gamma_slow / (2 * w_slow))
scan = x_nz2(np.arange(0, 1500, 0.05) / hbar, delta, gamma_slow)
assert abs(scan.min() - lowest) < 1e-5
print(f"slow bath NZ2: first zero {zero:.1f} fs,"
      f" minimum {lowest:.5f} at {lowest_time:.1f} fs")
print("PASS")
```

It prints:

```
Two-mode bath (energies in units of the first mode frequency)
mode frequencies 1.0, 1.7; couplings 0.5, 0.4
temperature 0.5; s_a = 0.8, s_b = -0.3; time 2.0
x, diagonalization: 0.478133 +0.127850 i
x, TCL2: 0.478133 +0.127850 i
x, NZ2: 0.434977 +0.201353 i
NZ2 error/coupling^4, measured: 0.06248 -0.11818 i
lost pairings, integrated:      0.06248 -0.11818 i
Exponential correlations
hbar = 0.658212 eV fs; Delta = 0.020 eV
fast bath: gamma = 0.080 eV, Delta/gamma = 0.25, |w| = 0.034641 eV
t (fs)   x exact=TCL2   x NZ2      difference
   20    0.90944       +0.90745   +0.00199
   50    0.72800       +0.71680   +0.01119
  100    0.49801       +0.47727   +0.02074
  200    0.23299       +0.21143   +0.02155
  400    0.05099       +0.04149   +0.00950
largest difference +0.02297 at 149.1 fs
slow bath: gamma = 0.010 eV, Delta/gamma = 2.00, |w| = 0.019365 eV
t (fs)   x exact=TCL2   x NZ2      difference
   20    0.84595       +0.83769   +0.00826
   50    0.40257       +0.24386   +0.15871
  100    0.05221       -0.43461   +0.48682
  200    0.00024       +0.17971   -0.17948
  400    0.00000       +0.02458   -0.02458
largest difference +0.48709 at 101.3 fs
fast bath late rate: exact 0.005000 eV, NZ2 0.005359 eV
fast-bath estimate of largest difference: 0.02299 at 131.6 fs
slow bath: most negative difference -0.19733 at 213.6 fs
slow bath NZ2: first zero 62.0 fs, minimum -0.44434 at 106.8 fs
PASS
```
